# Spin-Seebeck Current from Thermal Spin Pumping and Interface Noise, part 1

(Sections cited here and not found follow in the second part.)

## 1. What goes wrong without the noise

A magnet at finite temperature is never still. Its magnetization precesses at random about the equilibrium direction, and a precessing magnetization in contact with a metal emits angular momentum into it. This is spin pumping. The mean of the pumped current is not zero, because the sense of precession is fixed by the field.

Suppose that this were the whole story. A magnet and a metal at one common temperature would then carry a steady spin current. Spin-orbit coupling in the metal can turn a spin current into a voltage, and the voltage could drive a load. The device would deliver work from a single heat bath, which the second law forbids.

The error in size is as serious as the error in principle. For a classical mode the pumped current is proportional to the magnon temperature $T_m$, whereas the true current is proportional to $T_m-T_e$, where $T_e$ is the electron temperature. At 300 K with a difference of 1 mK, pumping alone overestimates the current by a factor $300/0.001=3\times10^5$.

The missing piece is the fluctuating torque that the electrons exert on the magnet. It sends angular momentum back, and its strength is tied to the damping that the same electrons cause.

## 2. The model and its signs

Let $\mathbf m$ be the unit vector along the magnetization of a small magnet with uniform magnetization $M_s$, volume $V$ and moment $\mu=M_sV$. The gyromagnetic ratio $\gamma$ is taken positive. The electron's moment is opposite to its spin, so the magnet's angular momentum is

$$\mathbf L=-\frac{\mu}{\gamma}\,\mathbf m .$$

A field $B\hat z$ gives the energy $-\mu Bm_z$, and the equilibrium direction is $+\hat z$.

Two baths act on the magnet: the lattice, at temperature $T_L$, and the electrons of the metal, at $T_e$. Each causes damping, with dimensionless constants $\alpha_0$ and $\alpha_{sp}$, and each causes a random field, $\mathbf b_0$ and $\mathbf b'$. With $\alpha=\alpha_0+\alpha_{sp}$ and $\mathbf b=\mathbf b_0+\mathbf b'$ the equation of motion is

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times(B\hat z+\mathbf b)+\alpha\,\mathbf m\times\dot{\mathbf m}. \tag{1}$$

The interface damping comes from the pumped current. We define the real mixing conductance $g_r$ of the interface by the current that leaves the magnet when it precesses,

$$\mathbf I_{\rm pump}=\frac{\hbar g_r}{4\pi}\,\mathbf m\times\dot{\mathbf m}.$$

The loss changes the magnet's angular momentum at the rate $\dot{\mathbf L}=-\mathbf I_{\rm pump}$. Since $\dot{\mathbf m}=-(\gamma/\mu)\dot{\mathbf L}$, it contributes $(\gamma/\mu)\mathbf I_{\rm pump}$ to $\dot{\mathbf m}$. Comparison with (1) gives

$$\alpha_{sp}=\frac{\gamma\hbar g_r}{4\pi\mu}. \tag{2}$$

A second term, proportional to $\dot{\mathbf m}$ itself, can occur in the pumped current. It slightly renormalizes $\gamma$ and is left out.

The current $I_s$ is the $z$ component of angular momentum that passes from magnet to metal per unit time, through damping and noise together. The interface part of (1) is $\alpha_{sp}\mathbf m\times\dot{\mathbf m}-\gamma\,\mathbf m\times\mathbf b'$, so

$$I_s=-\dot L_z\big|_{\rm int}=\frac{\mu}{\gamma}\Big\langle\alpha_{sp}(\mathbf m\times\dot{\mathbf m})_z-\gamma(\mathbf m\times\mathbf b')_z\Big\rangle. \tag{3}$$

The sign has a simple reading. An excitation lowers $m_z$ and hence raises $L_z$. When the interface damps the excitation, $m_z$ recovers and the surplus of $L_z$ goes into the metal. A positive $I_s$ therefore means that the metal removes excitations.

The energy flow has the same sign. If the interface raises $m_z$ by $\delta m_z$, the magnet loses the energy $\mu B\,\delta m_z$ and the angular momentum $(\mu/\gamma)\delta m_z$. Their ratio is $\gamma B\equiv\omega_0$, so the precession near resonance carries heat into the metal at the rate $\omega_0I_s$. Section 6 states when this is the whole heat current.

## 3. Small precession

For $k_BT\ll\mu B$ the transverse components are small. Put $\psi=m_x+im_y$ and $b=b_x+ib_y$, and set $\mathbf m\approx\hat z$ in products that already contain a small quantity. The terms of (1) become:

- Field: $-\gamma\,\mathbf m\times B\hat z=(-\gamma Bm_y,\ \gamma Bm_x,\ 0)$, which adds up to $i\omega_0\psi$.
- Noise: $-\gamma\,\hat z\times\mathbf b=(\gamma b_y,\ -\gamma b_x,\ 0)$, which adds up to $-i\gamma b$.
- Damping: $\alpha\,\hat z\times\dot{\mathbf m}=\alpha(-\dot m_y,\ \dot m_x,\ 0)$, which adds up to $i\alpha\dot\psi$.

Hence

$$\dot\psi=i\omega_0\psi+i\alpha\dot\psi-i\gamma b. \tag{4}$$

Write $\psi(t)=\int\frac{d\omega}{2\pi}\psi_\omega e^{i\omega t}$, and likewise for $b$. Then $i\omega\psi_\omega=i\omega_0\psi_\omega-\alpha\omega\psi_\omega-i\gamma b_\omega$. Division by $i$ turns $-\alpha\omega$ into $+i\alpha\omega$, and after rearrangement

$$\psi_\omega=\frac{\gamma\,b_\omega}{R(\omega)},\qquad R(\omega)=\omega_0-\omega+i\alpha\omega. \tag{5}$$

The two products in (3) are already quadratic in small quantities:

$$(\mathbf m\times\dot{\mathbf m})_z=m_x\dot m_y-m_y\dot m_x=\mathrm{Im}(\psi^*\dot\psi),\qquad(\mathbf m\times\mathbf b')_z=\mathrm{Im}(\psi^*b').$$

The linear solution (5) is therefore enough for the leading order of the current. The neglected terms are smaller by a factor of order $k_BT/\mu B$.

## 4. How strong the noise must be

Consider first a classical magnet with one bath at temperature $T$ and damping $\alpha$. Let each Cartesian component of its random field be white, with spectrum $S$, so that $\langle b_i(t)b_k(t')\rangle=S\,\delta_{ik}\,\delta(t-t')$. The complex field $b$ contains two components and has spectrum $2S$. From (5),

$$\langle|\psi|^2\rangle=\int\frac{d\omega}{2\pi}\,\frac{2\gamma^2S}{|R|^2}.$$

To integrate, put $a=1+\alpha^2$ and complete the square:

$$|R|^2=(\omega_0-\omega)^2+\alpha^2\omega^2=a\Big(\omega-\frac{\omega_0}{a}\Big)^2+\frac{\alpha^2\omega_0^2}{a}.$$

The constant term follows from $\omega_0^2-\omega_0^2/a=\omega_0^2(a-1)/a$. Since $\int dx/(ax^2+c)=\pi/\sqrt{ac}$, and here $\sqrt{ac}=\alpha\omega_0$,

$$\int_{-\infty}^{\infty}\frac{d\omega}{|R|^2}=\frac{\pi}{\alpha\omega_0},\qquad\langle|\psi|^2\rangle=\frac{\gamma^2S}{\alpha\omega_0}. \tag{6}$$

Equilibrium fixes the left side. With $m_z\approx1-|\psi|^2/2$ the energy above the minimum is $\mu B|\psi|^2/2$. It has two quadratic terms, each with mean $k_BT/2$, so $\langle|\psi|^2\rangle=2k_BT/\mu B=2\gamma k_BT/\mu\omega_0$. Equating this to (6) gives

$$S=\frac{2\alpha k_BT}{\gamma\mu}. \tag{7}$$

The noise of a bath belongs to that bath and to its coupling. With two independent baths, each has its own spectrum $S_j=2\alpha_jk_BT_j/\gamma\mu$. This is where the assumption enters that each bath remains in internal equilibrium.

When $\hbar\omega$ is not small compared with $k_BT$, the quantum form is needed. Let $A(\omega)$ be the strength with which the bath absorbs a quantum $\hbar\omega$ through its coupling to the magnet, and $E(\omega)$ the strength with which it emits one. For each pair of bath levels the squared matrix element is the same in both directions, and the initial populations differ by a Boltzmann factor. Hence $E=Ae^{-x}$ with $x=\hbar\omega/k_BT$. The symmetrized noise spectrum is

$$S=\tfrac12(A+E)=\tfrac12(A-E)\,\frac{1+e^{-x}}{1-e^{-x}}=\tfrac12(A-E)\coth\frac x2 .$$

Damping is net absorption, so $A-E$ is fixed by $\alpha$ through a relation that does not contain the temperature. The classical limit supplies that relation. For small $x$ the right side is $(A-E)k_BT/\hbar\omega$, and (7) requires $A-E=2\alpha\hbar\omega/\gamma\mu$. Thus

$$S_j(\omega)=\frac{2\alpha_j}{\gamma\mu}\,\Theta_j(\omega),\qquad\Theta_j=\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2k_BT_j}, \tag{8}$$

and $\Theta_j\to k_BT_j$ classically. Equation (4) is linear, so it also holds for operators, and (8) may be used in symmetrized averages.

## 5. The balance

**Pumping.** Since $\dot\psi_\omega=i\omega\psi_\omega$, the average $\mathrm{Im}\langle\psi^*\dot\psi\rangle$ is the integral of $\omega$ times the spectrum of $\psi$. Both baths drive $\psi$, and the spectrum of the complex field $b$ is $2(S_0+S')$, where $S_0$ belongs to the lattice and $S'$ to the metal. With the prefactor $\mu\alpha_{sp}/\gamma$ from (3),

$$I_{\rm pump}=\frac{\mu\alpha_{sp}}{\gamma}\int\frac{d\omega}{2\pi}\,\frac{\omega\gamma^2}{|R|^2}\,\frac{4(\alpha_0\Theta_L+\alpha_{sp}\Theta_e)}{\gamma\mu}=4\alpha_{sp}\int\frac{d\omega}{2\pi}\,\frac{\omega(\alpha_0\Theta_L+\alpha_{sp}\Theta_e)}{|R|^2}. \tag{9}$$

**Noise.** The lattice field is independent of $b'$. The correlation $\langle\psi^*b'\rangle$ therefore contains just the part of $\psi$ that $b'$ itself has driven:

$$\langle\psi^*b'\rangle=\int\frac{d\omega}{2\pi}\,\frac{\gamma}{R^*}\,\frac{4\alpha_{sp}\Theta_e}{\gamma\mu}.$$

Because $1/R^*=R/|R|^2$, its imaginary part is $\alpha\omega/|R|^2$. The prefactor in (3) is $-\mu$, so

$$I_{\rm noise}=-4\alpha_{sp}\int\frac{d\omega}{2\pi}\,\frac{\omega\,\alpha\,\Theta_e}{|R|^2}. \tag{10}$$

The total damping $\alpha$ appears here, because it governs how the magnet responds to any field.

**Sum.** The brackets combine as $\alpha_0\Theta_L+\alpha_{sp}\Theta_e-(\alpha_0+\alpha_{sp})\Theta_e=\alpha_0(\Theta_L-\Theta_e)$, and

$$I_s=4\alpha_{sp}\alpha_0\int\frac{d\omega}{2\pi}\,\frac{\omega\,(\Theta_L-\Theta_e)}{|R(\omega)|^2}. \tag{11}$$

For equal temperatures the integrand vanishes at every frequency. The zero-point parts $\hbar|\omega|/2$ of the two baths cancel as well, so zero-point motion carries no steady current.

## 6. The classical law and the magnon temperature

For $k_BT\gg\hbar\omega_0$ put $\Theta_j=k_BT_j$. One integral is left. With $y=\omega-\omega_0/a$,

$$\int\frac{d\omega}{2\pi}\frac{\omega}{|R|^2}=\int\frac{dy}{2\pi}\,\frac{y+\omega_0/a}{ay^2+\alpha^2\omega_0^2/a}=\frac{\omega_0}{a}\cdot\frac{1}{2\alpha\omega_0}=\frac{1}{2\alpha(1+\alpha^2)}. \tag{12}$$

The term odd in $y$ falls off as $1/y$. It drops out if the frequency range is cut symmetrically, as it must be for real noise whose correlation is even in time.

Now define the temperature of the mode by equipartition, $\langle|\psi|^2\rangle=2\gamma k_BT_m/\mu\omega_0$. By (6), with $S$ replaced by the sum of the two spectra,

$$\alpha T_m=\alpha_0T_L+\alpha_{sp}T_e,\qquad T_m-T_e=\frac{\alpha_0}{\alpha}(T_L-T_e). \tag{13}$$

Insert (12) and (13) into (9) and (10):

$$I_{\rm pump}=\frac{2\alpha_{sp}k_BT_m}{1+\alpha^2},\qquad I_{\rm noise}=-\frac{2\alpha_{sp}k_BT_e}{1+\alpha^2}.$$

For $\alpha\ll1$ the sum is

$$\boxed{I_s=2\alpha_{sp}k_B(T_m-T_e)} \tag{14}$$

Pumping measures the magnon temperature, the returned noise measures the electron temperature, and the same coefficient multiplies both. The resonant heat current $\omega_0I_s$ runs from the hotter to the colder side. The full heat current is (11) with $\omega^2$ in place of $\omega$. Far above resonance $|R|^2\approx\omega^2$, so positive and negative frequencies add instead of cancelling, and $\int(\Theta_L-\Theta_e)\,d\omega=\pi^2k_B^2(T_L^2-T_e^2)/3\hbar$. If the damping constants hold up to thermal frequencies, a small temperature difference then gives $\omega_0I_s\,[1+\tfrac{2\pi}{3}\alpha k_BT/\hbar\omega_0]$. The heat current equals $\omega_0I_s$ only for $\alpha k_BT\ll\hbar\omega_0$. For the uniform mode of Section 13 with $\alpha_0=10^{-4}$ the bracket is about 6.4.

Equation (13) shows what sustains the current. If $\alpha_0=0$, the mode takes the temperature of the metal and the current stops, because a steady flow of angular momentum into the metal needs a supply from the lattice. If $\alpha_{sp}\ll\alpha_0$, the mode keeps the lattice temperature.

## 7. The two currents in a simulation

The nonlinear equation (1) can be followed in time without the small-angle step. Taking $\mathbf m\times$ of (1), and using $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$, gives the explicit form

$$(1+\alpha^2)\,\dot{\mathbf m}=-\gamma\big[\mathbf m\times\mathbf F+\alpha\,\mathbf m\times(\mathbf m\times\mathbf F)\big],\qquad\mathbf F=B\hat z+\mathbf b .$$

In units with $\gamma=\mu=B=k_B=1$, it was integrated by the Heun method with white noise of strength (7), $\alpha_0=\alpha_{sp}=0.05$, $T_L=0.008$ and a time step of 0.05. For each metal temperature 6000 magnets started along $+\hat z$. A time of 40 was discarded, and the two terms of (3) were averaged over a further time of 100. In units of $10^{-4}$, with the formulas of Section 6 in brackets:

| $T_e$ | $T_m$ | pumping | noise | sum |
|---|---|---|---|---|
| 0.008 | 0.008 | 7.85 (7.92) | −7.86 (−7.92) | −0.01 (0) |
| 0.002 | 0.005 | 4.89 (4.95) | −1.96 (−1.98) | 2.93 (2.97) |

At equal temperatures two currents of nearly equal size cancel. With the colder metal both shrink, the noise current by more, and a net current remains. It lies 1.4% below the formula. The linear theory omits terms of order $k_BT/\mu B$, which are below 1% here. The finite time step and the finite sample add errors of their own, and the run does not separate the three.

# Second half: quantum magnons and a film

## 8. What is carried over

A mode of frequency $\omega_0$ has damping $\alpha_0$ from the lattice at $T_L$ and $\alpha_{sp}$ from the metal at $T_e$, with $\alpha=\alpha_0+\alpha_{sp}\ll1$. The magnet has magnetization $M_s$ and gyromagnetic ratio $\gamma>0$. Its equilibrium magnetization points along $+\hat z$, and positive current carries angular momentum along $+\hat z$ into the metal. The first half gave

$$I_s=4\alpha_{sp}\alpha_0\int\frac{d\omega}{2\pi}\,\frac{\omega(\Theta_L-\Theta_e)}{(\omega_0-\omega)^2+\alpha^2\omega^2},\qquad\Theta_j=\frac{\hbar\omega}2\coth\frac{\hbar\omega}{2k_BT_j},$$

and for a classical mode $I_s=2\alpha_{sp}k_B(T_m-T_e)$. The current pumped by precession of angular frequency $\omega$ and transverse amplitude $|\psi|$ is $(\hbar g_r/4\pi)\,\omega|\psi|^2$, where $g_r$ is the real mixing conductance of the whole interface.

For a single mode, the pumped current and the returned noise current cancel at equal temperatures, and in the classical limit the net current is proportional to $T_m-T_e$. What remains is to treat a quantum mode, add up the modes of a film, and find the size of the current in a worked example and the limits of that estimate.
